# Orbital Hessians of Hybrid Functionals and the Triplet Instability of H₂

Before stretching a bond, or computing a triplet excitation energy from a closed-shell reference, one must decide whether the restricted orbitals can be kept. If the energy falls under a real rotation that moves the two spins oppositely, an unrestricted calculation started with broken spin symmetry can reach a lower energy, and, provided imaginary rotations still raise the energy, full linear response about the restricted state gives an imaginary triplet frequency. For a hybrid functional the bond length at which this happens depends on the fraction of Fock exchange. The quantity that decides is the second derivative of the energy with respect to orbital rotations.

## Energy and orbital rotation

Hartree atomic units are used. The energy depends on the one-particle density matrices $\gamma_\sigma(\mathbf r,\mathbf r')$ of the two spins:

$$
E=\sum_\sigma \mathrm{Tr}\,h\gamma_\sigma+\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}-\frac{\eta}{2}\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}+W[\rho_\alpha,\rho_\beta]. \tag{1}
$$

Here $h$ contains the kinetic energy and the nuclear attraction, $\eta$ is the Fock fraction, and $W=(1-\eta)E_x^{\rm sl}+E_c^{\rm sl}$ is the semilocal part. The constant nuclear repulsion is omitted. $W$ may depend on the spin densities and their gradients; a dependence on the kinetic-energy density or the current would add terms not treated here.

The reference orbitals $\varphi_p$ are real, orthonormal and canonical. Indices $i,j,k$ denote occupied orbitals, $a,b$ virtual ones, and $p,q$ either kind. A general change of the occupied space of one spin, without mixing the two spins, is $\varphi_i'=\sum_p\varphi_p(e^X)_{pi}$, with $X_{ai}=\theta_{ai}$, $X_{ia}=-\theta_{ai}^*$ and all other elements zero. Since $X$ is anti-Hermitian, $e^X$ is unitary and the orbitals stay orthonormal. For each spin, $(X^2)_{ji}=-\sum_a\theta_{aj}^*\theta_{ai}$ and $(X^2)_{ai}=0$, so that

$$
\varphi_i'=\varphi_i+\sum_a\theta_{ai}\varphi_a-\frac12\sum_{ja}\theta_{aj}^*\theta_{ai}\varphi_j+O(\theta^3). \tag{2}
$$

Write $\gamma(\mathbf r,\mathbf r')=\sum_i\varphi_i'(\mathbf r)\varphi_i'^*(\mathbf r')=\sum_{pq}P_{pq}\varphi_p(\mathbf r)\varphi_q(\mathbf r')$. To first order, the changes are $P_{ai}=\theta_{ai}$ and $P_{ia}=\theta_{ai}^*$. To second order, the diagonal blocks change by

$$
\delta P_{ab}=\sum_i\theta_{ai}\theta_{bi}^*,\qquad
\delta P_{jk}=-\sum_a\theta_{aj}^*\theta_{ak}. \tag{3}
$$

The last expression collects two equal halves, one from each orbital factor. Its trace cancels that of the virtual block, so the electron number is conserved.

## The two blocks

The first derivative of $E$ with respect to $\gamma_\sigma$ is the generalized Kohn–Sham operator, which is diagonal in the canonical orbitals with eigenvalues $\varepsilon_p$. The first-order change of $\gamma$ has only occupied–virtual elements, so its contribution vanishes: this is stationarity. The changes in (3) contribute

$$
\sum_{ia\sigma}(\varepsilon_a-\varepsilon_i)|\theta_{ai\sigma}|^2 . \tag{4}
$$

The second derivative of $E$ acts on two first-order changes. Put $\theta=x+iy$, with $x,y$ real. The first-order density change is

$$
\delta\rho_\sigma=\sum_{ia}(\theta_{ai\sigma}+\theta_{ai\sigma}^*)\varphi_i\varphi_a=2\sum_{ia}x_{ia\sigma}\varphi_i\varphi_a. \tag{5}
$$

Define $(pq|rs)=\iint\varphi_p\varphi_q(\mathbf r)\,|\mathbf r-\mathbf r'|^{-1}\varphi_r\varphi_s(\mathbf r')$, and let $(ia|f^{\sigma\tau}|jb)$ be the same double integral with the Coulomb kernel replaced by $f^{\sigma\tau}=\delta^2W/\delta\rho_\sigma\delta\rho_\tau$. Each of these energies has a prefactor $\tfrac12$, and (5) supplies $2^2$, so together they give

$$
2\sum_{ia\sigma,jb\tau}x_{ia\sigma}\left[(ia|jb)+(ia|f^{\sigma\tau}|jb)\right]x_{jb\tau}. \tag{6}
$$

Fock exchange sees the whole density matrix. For one spin,

$$
\delta\gamma(\mathbf r,\mathbf r')=\sum_{ia}\left[\theta_{ai}\varphi_a(\mathbf r)\varphi_i(\mathbf r')+\theta_{ai}^*\varphi_i(\mathbf r)\varphi_a(\mathbf r')\right].
$$

Multiplying by its complex conjugate and integrating with the Coulomb kernel gives four terms. Two contain $\theta\theta^*$ and the integral $(ij|ab)$; the other two contain $\theta\theta$ or $\theta^*\theta^*$ and the integral $(ib|ja)$:

$$
\iint\frac{|\delta\gamma|^2}{|\mathbf r-\mathbf r'|}=2\sum_{iajb}\left\{\mathrm{Re}(\theta_{ai}\theta_{bj}^*)(ij|ab)+\mathrm{Re}(\theta_{ai}\theta_{bj})(ib|ja)\right\}. \tag{7}
$$

The two real parts are $x_{ia}x_{jb}+y_{ia}y_{jb}$ and $x_{ia}x_{jb}-y_{ia}y_{jb}$. Multiplying (7) by $-\eta/2$ and adding (4) and (6) gives

$$
E_2=x^T(A+B)x+y^T(A-B)y, \tag{8}
$$

$$
\begin{aligned}
(A+B)_{ia\sigma,jb\tau}={}&\delta_{\sigma\tau}\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)+2(ia|f^{\sigma\tau}|jb)\\
&-\eta\,\delta_{\sigma\tau}[(ij|ab)+(ib|ja)],
\end{aligned} \tag{9}
$$

$$
(A-B)_{ia\sigma,jb\tau}=\delta_{\sigma\tau}\left\{\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)-\eta[(ij|ab)-(ib|ja)]\right\}. \tag{10}
$$

Half the sum and half the difference are the separate blocks: $A$ carries $-\eta(ij|ab)$ and $B$ carries $-\eta(ib|ja)$, while both carry the Hartree and semilocal terms.

An imaginary rotation leaves the density unchanged to first order. At $\eta=0$, (10) is therefore a diagonal matrix of orbital energy differences. It is positive whenever every virtual level lies above every occupied level. With Fock exchange it has to be diagonalized.

## Singlet and triplet rotations

For a closed shell the two spins share their spatial orbitals. Define $s=(x_\alpha+x_\beta)/\sqrt2$ and $t=(x_\alpha-x_\beta)/\sqrt2$. Exchanging the spins leaves a closed shell unchanged, so the $\alpha\alpha$ and $\beta\beta$ blocks are equal, and so are the $\alpha\beta$ and $\beta\alpha$ blocks, which makes the $\alpha\beta$ block symmetric. Together these remove the cross terms between $s$ and $t$. The $s$ block is the sum of the $\alpha\alpha$ and $\alpha\beta$ blocks of (9), and the $t$ block is their difference:

$$
M_S=\Delta\varepsilon+4(ia|jb)+2(ia|f^{\alpha\alpha}+f^{\alpha\beta}|jb)-\eta[(ij|ab)+(ib|ja)], \tag{11}
$$

$$
M_T=\Delta\varepsilon+2(ia|f^{\alpha\alpha}-f^{\alpha\beta}|jb)-\eta[(ij|ab)+(ib|ja)]. \tag{12}
$$

Here $\Delta\varepsilon$ is the diagonal matrix of orbital energy differences. The Hartree term drops out of (12) because a triplet rotation changes the two spin densities oppositely and leaves the total density unchanged to first order. A negative eigenvalue of $M_T$ means that the energy falls when the spins separate.

For the local density approximation, Slater exchange has energy density $-C_x\sum_\sigma\rho_\sigma^{4/3}$ with $C_x=\frac32(3/4\pi)^{1/3}$. It has no mixed spin derivative, and its second derivative with respect to $\rho_\sigma$ is $f_x=-\frac49C_x\rho_\sigma^{-2/3}$.

For correlation let $m=\rho_\alpha-\rho_\beta$. Near $m=0$ the energy density is $\rho\varepsilon_c(\rho)+\alpha_cm^2/(2\rho)$, where $\alpha_c$ is the spin stiffness, the second derivative of the correlation energy per electron with respect to $m/\rho$. From $\partial_\alpha=\partial_\rho+\partial_m$ and $\partial_\beta=\partial_\rho-\partial_m$ follows $\partial_\alpha^2-\partial_\alpha\partial_\beta=2\partial_m^2+2\partial_\rho\partial_m$. The mixed derivative vanishes at $m=0$, so

$$
f^{\alpha\alpha}-f^{\alpha\beta}=(1-\eta)f_x+\frac{2\alpha_c}{\rho}. \tag{13}
$$

Exchange favours spin polarization. Correlation opposes it here, because $\alpha_c>0$ in the PW92 parametrization used below.

## What the instability does to the excitation energy

For small motion with a frequency-independent kernel, the equations follow from the Lagrangian $L=\sum_i\langle\varphi_i'|i\partial_t\varphi_i'\rangle-E$. Inserting (2), the second-order time-derivative term is $\frac i2\sum(\theta^*\dot\theta-\dot\theta^*\theta)=y^T\dot x-x^T\dot y$. Hence

$$
L_2=y^T\dot x-x^T\dot y-x^T(A+B)x-y^T(A-B)y. \tag{14}
$$

Variation with respect to $y$ and $x$ gives

$$
\dot x=(A-B)y,\qquad \dot y=-(A+B)x,\qquad \ddot x=-(A-B)(A+B)x. \tag{15}
$$

The squared frequencies $\omega^2$ are the eigenvalues of $(A-B)(A+B)$. If $A-B$ is positive definite, they are also the eigenvalues of the symmetric matrix $(A-B)^{1/2}(A+B)(A-B)^{1/2}$, which has as many negative eigenvalues as $A+B$. In the triplet block, the excitation energy therefore reaches zero where the lowest eigenvalue of $M_T$ does, and becomes imaginary beyond it.

This collapse is an artefact of the approximate energy expression in the full equations (15). If $B$ is dropped (the Tamm–Dancoff approximation), the excitation energies are the eigenvalues of the symmetric matrix $A=\tfrac12[(A+B)+(A-B)]$; they are real, and at the onset they are still positive, because there $M_T$ has no negative eigenvalue and $A-B$ is positive definite. The exact lowest state of two electrons in a molecule at finite bond length has a nodeless spatial wavefunction, hence a symmetric one, and is a singlet; its triplet excitation energy is positive.

## Minimal-basis H₂: a linear law in the Fock fraction

Let $\chi_1,\chi_2$ be one normalized function on each atom, with overlap $S$. Symmetry fixes the orbitals for every $\eta$:

$$
g=\frac{\chi_1+\chi_2}{\sqrt{2(1+S)}},\qquad u=\frac{\chi_1-\chi_2}{\sqrt{2(1-S)}}. \tag{16}
$$

With $g$ doubly occupied, (12) is a single number $\lambda$. Define $J_{gg}=(gg|gg)$, $J_{gu}=(gg|uu)$ and $K=(gu|gu)$, and let $\Delta$ denote the $u$ expectation value minus the $g$ one. The orbital gap is

$$
\varepsilon_u-\varepsilon_g=\Delta h+2J_{gu}-2J_{gg}+\Delta v_c+(1-\eta)\Delta v_x+\eta(J_{gg}-K). \tag{17}
$$

In the last term, Fock exchange lowers $g$ by $\eta J_{gg}$ and $u$ by $\eta K$. The exchange part of (12) is $-\eta(J_{gu}+K)$. Adding it and the kernel (13) gives

$$
\lambda=P+(1-\eta)Q_S+\eta Q_F, \tag{18}
$$

$$
\begin{aligned}
P&=\Delta h+2J_{gu}-2J_{gg}+\Delta v_c+4\int g^2u^2\frac{\alpha_c}{\rho},\\
Q_S&=\Delta v_x+2\int g^2u^2f_x,\qquad Q_F=J_{gg}-J_{gu}-2K.
\end{aligned} \tag{19}
$$

None of the three pieces depends on $\eta$. Setting $\lambda=0$ yields the critical fraction at a given bond length,

$$
\eta_c=\frac{P+Q_S}{Q_S-Q_F}. \tag{20}
$$

If $Q_F<Q_S$, fractions above $\eta_c$ are unstable.

Take the STO-3G basis at $R=2.7$ bohr, with PW92 correlation and the density integrals done by quadrature. In hartree, the one-electron and Hartree terms of $P$ give $0.2831$, the correlation gap $-0.0016$ and the spin stiffness $0.0649$, so $P=0.3464$. Slater exchange gives $Q_S=-0.0252-0.2475=-0.2727$. With $J_{gg}=0.5612$, $J_{gu}=0.5671$ and $K=0.2249$, one finds $Q_F=-0.4557$. Thus

$$
\eta_c=\frac{0.3464-0.2727}{-0.2727+0.4557}=\frac{0.0737}{0.1830}\approx0.403 .
$$

Two opposing effects are at work. Replacing all Slater exchange by Fock exchange widens the orbital gap by $(J_{gg}-K)-\Delta v_x=0.3363+0.0252=0.3615$ hartree. It also makes the remaining exchange term more negative, from $-0.2475$ to $-(J_{gu}+K)=-0.7920$, a change of $-0.5445$. The net change is $-0.1830$ hartree. A wider orbital gap therefore does not imply a more stable reference.

At large separation $S\to0$. Then $g^2$ and $u^2$ both approach $(\chi_1^2+\chi_2^2)/2$, while $gu$ approaches $(\chi_1^2-\chi_2^2)/2$. With $U$ the self-repulsion of $\chi_1^2$ and $1/R$ the repulsion between the two distant atomic charges,

$$
J_{gg},J_{gu}\to\frac12\left(U+\frac1R\right),\quad K\to\frac12\left(U-\frac1R\right),\quad Q_F\to-U+\frac1R. \tag{21}
$$

At $R=20$ bohr, $U=0.7746$ gives $Q_F=-0.7746+0.0500=-0.7246$ hartree. The full root is $-0.171$ hartree at $\eta=0$ and $-0.662$ at $\eta=1$. Because (18) is linear, it is negative for every fraction between them. In this model, at this distance, changing the Fock fraction from 0 to 1 never restores stability; it moves the onset, from 3.14 bohr at $\eta=0$ to 2.35 bohr at $\eta=1$.

## The onset in a larger basis

In a larger basis the orbitals and $M_T$ depend on $\eta$ through self-consistency, and (18) no longer applies directly. The onset $R_c$ is then found by solving the restricted equations at each bond length, diagonalizing (12), and locating the zero of its lowest eigenvalue with a bracketing root finder. With the same functional family in the cc-pVDZ basis, the results are:

| $\eta$ | $R_c$ / bohr | $R_c$ / Å |
|---|---:|---:|
| 0 | 3.32 | 1.76 |
| 0.25 | 3.03 | 1.60 |
| 0.50 | 2.83 | 1.50 |
| 0.75 | 2.67 | 1.42 |
| 1 | 2.55 | 1.35 |

At $\eta=0.25$ the larger cc-pVTZ basis moves the onset by only 0.01 bohr, to 3.04 bohr. This measures sensitivity to the basis, not the error of the functional.

Successive steps of 0.25 in $\eta$ shorten $R_c$ by 0.29, 0.20, 0.15 and 0.12 bohr, taken from the onsets before rounding to two decimals. Differentiating $\lambda(R_c,\eta)=0$ gives

$$
\frac{dR_c}{d\eta}=-\frac{\partial\lambda/\partial\eta}{\partial\lambda/\partial R}. \tag{22}
$$

At $\eta=0.25$ the eigenvalue falls by 0.102 hartree between 2.0 and 2.5 bohr, but by 0.053 between 3.0 and 3.5. The denominator of (22) thus depends strongly on $R$. These slopes belong to one fraction only, and neither derivative was evaluated along the onset curve, so the shrinking of the steps is a computed result that is not explained here.

Hartree–Fock theory is a second limit: $\eta=1$ with correlation removed. Its onset is 2.29 bohr (1.21 Å), shorter than the 2.55 bohr found with PW92 correlation. In the minimal-basis example, correlation raises $\lambda$ by $0.0649-0.0016=0.0633$ hartree, almost entirely through the spin stiffness. The direction of the shift is the same.

The lowest eigenvalues at $\eta=0.25$ show which block fails (hartree; $\omega^2$ in hartree²):

| $R$ / bohr | $M_T$ | $M_S$ | $A-B$ | $\omega^2$ |
|---|---:|---:|---:|---:|
| 1.4 | 0.341 | 0.538 | 0.438 | 0.1511 |
| 2.5 | 0.078 | 0.463 | 0.228 | 0.0179 |
| 3.0 | 0.004 | 0.451 | 0.164 | 0.0006 |
| 3.5 | −0.050 | 0.449 | 0.117 | −0.0059 |

At these distances, the singlet and imaginary rotations remain stable. The triplet excitation energy falls from $\sqrt{0.1511}\approx0.389$ hartree at 1.4 bohr to about $0.02$ hartree at 3.0 bohr. The reference is still stable there, but its triplet energy has already nearly collapsed. No accurate value is computed here, but the response energy tends to zero as $R$ approaches the onset from inside, while the exact triplet excitation energy stays positive at that bond length. A positive Hessian is therefore no assurance of an accurate excitation energy.

## Following the unstable direction

In the minimal basis the triplet rotation replaces the common orbital $g$ by

$$
\varphi_\alpha=g\cos\vartheta+u\sin\vartheta,\qquad
\varphi_\beta=g\cos\vartheta-u\sin\vartheta. \tag{23}
$$

The spin density is $\varphi_\alpha^2-\varphi_\beta^2=2gu\sin2\vartheta$, which has opposite signs on the two atoms. The rotation thus moves the electrons of opposite spin towards different atoms. Here $x_\alpha=\vartheta$ and $x_\beta=-\vartheta$, so $t=\sqrt2\,\vartheta$ and the leading energy change is $2\lambda\vartheta^2$.

In cc-pVDZ at $\eta=0.25$, unrestricted calculations were started from orbitals rotated by 0.6 rad along the lowest triplet eigenvector. At $R=2.83$ bohr, 0.2 bohr inside the onset, the energy returns to the restricted value. At $3.23$ bohr, 0.2 bohr outside, it settles 1.65 millihartree below. The lower solution is bought with a spin density that the exact singlet does not have.

The Hessian describes the energy near one stationary point. A positive Hessian does not exclude a lower solution separated by a barrier, and a zero eigenvalue leaves the decision to higher orders in $\vartheta$. For a practical calculation, the lowest eigenvalue of (12) should be computed with the same functional and basis as the energies, since the onset in the table moves by 0.77 bohr as $\eta$ runs from 0 to 1.
